# A Single-Valley Coulomb Donor with Very Large Longitudinal Mass

An electron from one conduction-band valley is bound to a singly charged donor. Its envelope function obeys a Schrödinger equation with mass \(m_t\) for motion along \(x\) and \(y\), and mass \(m_l\) along the valley axis \(z\). The donor potential is a pure screened Coulomb attraction with an isotropic dielectric constant \(\kappa\). Central-cell corrections and coupling to other valleys are left out. What happens to the binding energy when \(m_l\to\infty\) at fixed \(m_t\), and how fast does it happen?

## (a) Scaling

**Problem.** Write the Hamiltonian in transverse effective units and identify the parameter that remains.

**Solution.** With \(\rho^2=x^2+y^2\) and \(r^2=\rho^2+z^2\),

\[
H_{\rm phys}=-\frac{\hbar^2}{2m_t}\nabla_\rho^2-\frac{\hbar^2}{2m_l}\partial_z^2-\frac{e^2}{4\pi\varepsilon_0\kappa r}.
\]

Define

\[
a_t=\frac{4\pi\varepsilon_0\kappa\hbar^2}{m_te^2},\qquad
{\rm Ry}_t=\frac{\hbar^2}{2m_ta_t^2},\qquad \gamma=\frac{m_t}{m_l}.
\]

Measure all lengths in \(a_t\). The transverse kinetic term acquires the factor \(\hbar^2/(2m_ta_t^2)={\rm Ry}_t\), and the longitudinal one \(\hbar^2/(2m_la_t^2)=\gamma\,{\rm Ry}_t\). The definition of \(a_t\) gives \(e^2/(4\pi\varepsilon_0\kappa a_t)=\hbar^2/(m_ta_t^2)=2\,{\rm Ry}_t\). In units of \({\rm Ry}_t\), therefore,

\[
H=-\nabla_\rho^2-\gamma\,\partial_z^2-\frac{2}{\sqrt{\rho^2+z^2}} .
\]

Only \(\gamma\) remains, and the limit in question is \(\gamma\to0\). Let \(E(\gamma)\) be the ground energy; the binding energy is \(-E\). At \(\gamma=1\) this is ordinary hydrogen, with \(E=-1\).

For any \(\gamma>0\) there is a bound ground state. Stretching a trial function by a factor \(\lambda\) multiplies its kinetic energy by \(\lambda^{-2}\) and its Coulomb energy by \(\lambda^{-1}\), so the total is negative for large \(\lambda\), while the continuum starts at zero.

## (b) A lower bound

**Problem.** Find the ground energy of the planar operator \(h_0=-\nabla_\rho^2-2/\rho\), and deduce a bound on \(E(\gamma)\) valid for every \(\gamma>0\).

**Solution.** Let \(\hat\rho\) be the radial unit vector in the plane. For a smooth, localized \(\psi\),

\[
0\le\int|\nabla\psi+2\hat\rho\,\psi|^2d^2\rho
=\int\left(|\nabla\psi|^2+4|\psi|^2+2\hat\rho\cdot\nabla|\psi|^2\right)d^2\rho .
\]

Integrate the last term by parts. Since \(\nabla\cdot\hat\rho=1/\rho\), it becomes \(-2\int|\psi|^2/\rho\); the contribution of a small circle around the origin vanishes with its circumference. Thus

\[
\int\left(|\nabla\psi|^2-\frac2\rho|\psi|^2\right)d^2\rho\ \ge\ -4\int|\psi|^2d^2\rho .
\]

Equality requires \(\nabla\psi=-2\hat\rho\psi\), hence \(\psi\propto e^{-2\rho}\). The normalization integral \(2\pi\int_0^\infty\rho e^{-4\rho}d\rho=\pi/8\) gives

\[
\phi(\rho)=\sqrt{8/\pi}\;e^{-2\rho},\qquad h_0\phi=-4\phi .
\]

This is two-dimensional hydrogen: its binding energy is \(4\,{\rm Ry}_t\).

In the full problem \(1/r\le1/\rho\), and \(-\gamma\partial_z^2\) is non-negative. Applying the planar inequality at each \(z\) and integrating over \(z\) gives

\[
E(\gamma)\ge-4 .
\]

No longitudinal mass, however large, can bind the electron by more than \(4\,{\rm Ry}_t\) in this model.

## (c) An upper bound, and the limit

**Problem.** Use a product trial function to bound \(E(\gamma)\) from above, and find the limit \(\gamma\to0\). Is the limiting energy attained at \(\gamma=0\)?

**Solution.** Take \(\phi(\rho)\chi(z)\) with \(\chi\) normalized. Put \(s=\sqrt{\rho^2+z^2}\) and split the potential as

\[
-\frac2s=-\frac2\rho+V,\qquad V(\rho,z)=\frac2\rho-\frac2s\ge0 .
\]

The planar part contributes \(-4\). The average of \(V\) over \(\phi^2\) is

\[
W(z)=2\pi\,\frac8\pi\int_0^\infty\rho e^{-4\rho}\left(\frac2\rho-\frac2s\right)d\rho
=32\int_0^\infty e^{-4\rho}\left(1-\frac\rho s\right)d\rho .
\]

Replacing \(e^{-4\rho}\) by 1 can only increase the integral:

\[
W(z)\le32\,\bigl[\rho-\sqrt{\rho^2+z^2}\,\bigr]_0^\infty=32|z| .
\]

Hence \(E(\gamma)+4\) is at most the ground energy of \(-\gamma\partial_z^2+32|z|\). Let \(z=\ell\zeta\) and choose \(\ell\) so that both terms have the same size, \(\gamma/\ell^2=32\ell\):

\[
\ell=\left(\frac{\gamma}{32}\right)^{1/3},\qquad
-\gamma\partial_z^2+32|z|=(1024\gamma)^{1/3}\left(-\partial_\zeta^2+|\zeta|\right),
\]

because \(32\ell=(32^2\gamma)^{1/3}\). The decaying solution of \(-f''+\zeta f=ef\) for \(\zeta>0\) is \({\rm Ai}(\zeta-e)\). The ground state is even and smooth at the origin, so \({\rm Ai}'(-e)=0\). The lowest root is \(e=\alpha\), where \(-\alpha\) is the first zero of \({\rm Ai}'\) and \(\alpha\approx1.0188\). Together with part (b),

\[
\boxed{\,-4\le E(\gamma)\le-4+\alpha(1024\gamma)^{1/3}\,}
\]

for every \(\gamma>0\). The right side tends to \(-4\), so \(E(\gamma)\to-4\): the binding energy approaches the two-dimensional hydrogen value, four times the transverse-mass effective Rydberg.

A heavy longitudinal mass lets the electron concentrate near the plane \(z=0\), where the attraction is strongest at given \(\rho\), at a vanishing cost in kinetic energy.

At \(\gamma=0\) itself, narrowing \(\chi\) brings the trial energy as close to \(-4\) as desired, so \(-4\) is the bottom of the spectrum. A normalizable state with this energy would need \(\int V|\psi|^2d^3r=0\). But \(V>0\) whenever \(z\ne0\), and the plane \(z=0\) has zero volume, so \(\psi\) would vanish. The value is a limit, not the energy of a state at infinite mass.

## (d) The electron at fixed height

The upper bound suggests a correction proportional to \(\gamma^{1/3}\), but a trial function alone cannot show that the true energy has this coefficient. A matching lower bound is needed.

**Problem.** Let \(-4+\Delta(z)\) be the lowest energy of \(-\nabla_\rho^2-2/s\) at fixed \(z\). Relate \(E(\gamma)\) to \(\Delta(z)\). Then write the planar ground state as \(\phi u\) and show that \(u\) increases with \(\rho\).

**Solution.** At each \(z\), the planar energy of any \(\psi(\cdot,z)\) is at least \(-4+\Delta(z)\) times its planar norm. Integrating over \(z\) and keeping the longitudinal kinetic energy,

\[
H\ge-\gamma\partial_z^2-4+\Delta(z).
\]

This adiabatic lower bound holds for any \(\gamma>0\). The potential \(-2/s\) rises with \(|z|\), so \(\Delta\) does not decrease with \(|z|\). Using \(\phi\) as a planar trial function gives \(\Delta\le W\le32|z|\).

For \(z\ne0\) the planar ground state is positive and radial. Primes denote \(d/d\rho\). The product rule gives

\[
\nabla_\rho^2(\phi u)=u\nabla_\rho^2\phi+\frac{(\rho\phi^2u')'}{\rho\phi},
\]

since the last term equals \(\phi u''+2\phi'u'+\phi u'/\rho\). Insert this in \((h_0+V)\phi u=(-4+\Delta)\phi u\) and use \(h_0\phi=-4\phi\):

\[
(\rho\phi^2u')'=\rho\phi^2(V-\Delta)u .
\]

The quantity \(\rho\phi^2u'=\rho(\phi\psi'-\phi'\psi)\), with \(\psi=\phi u\), vanishes at the origin and at infinity. Integrating over all \(\rho\), and writing \(\langle\cdot\rangle\) for an average over \(\phi^2\),

\[
\Delta=\frac{\langle Vu\rangle}{\langle u\rangle}>0 .
\]

Furthermore \(V'=-2/\rho^2+2\rho/s^3<0\), because \(\rho^3<s^3\). Thus \(V-\Delta\) starts positive, changes sign once and ends negative. Its integral \(\rho\phi^2u'\) rises from zero and then falls back to zero, so it is positive in between. Hence \(u'>0\): moving off the plane weakens the attraction near the axis, and the planar state shifts outward relative to \(\phi\).

## (e) The slope of the planar energy

**Problem.** Show that \(\Delta(z)/(32|z|)\to1\) as \(z\to0\).

**Solution.** It must be shown that \(u\) is nearly constant where \(\phi^2\) has its weight. Let \(w=u'/u>0\) and \(|z|<1/32\), so that \(\Delta\le32|z|<1\).

Near the axis, integrate the equation for \(u\) from 0 to \(\rho\) and drop the negative term containing \(\Delta\). Since \(u(\rho')\le u(\rho)\) and \(\phi^2(\rho')\le\phi^2(0)\),

\[
w(\rho)\le\frac{e^{4\rho}}{\rho}\int_0^\rho V\rho'\,d\rho'
=\frac{2e^{4\rho}}{\rho}\left(\rho+|z|-\sqrt{\rho^2+z^2}\right)
\le2e^{4\rho}\min\left(1,\frac{|z|}\rho\right).
\]

The last step uses \(\sqrt{\rho^2+z^2}\ge|z|\) and \(\sqrt{\rho^2+z^2}\ge\rho\). For \(\rho\le1/2\) the exponential is at most \(e^2\). Splitting the integral at \(|z|\),

\[
\int_0^{1/2}w\,d\rho\le g(z)=2e^2|z|\left[1+\ln\frac1{2|z|}\right].
\]

For \(\rho\ge1/2\), divide the equation for \(u\) by \(\rho\phi^2u\). With \(\phi'/\phi=-2\) and \(u''/u=w'+w^2\),

\[
w'=V-\Delta+w\left(4-\frac1\rho-w\right)\ge V-\Delta+w(2-w).
\]

Suppose \(w>\Delta\) at some such point. Choose a level \(c\) between \(\Delta\) and the smaller of 1 and that value of \(w\). Whenever \(w=c\), we have \(w'>c(2-c)-\Delta\ge c-\Delta>0\), so \(w\) can never fall through \(c\). But the decaying planar state has \(\psi'/\psi\to-\sqrt{4-\Delta}\), which means

\[
w\to2-\sqrt{4-\Delta}=\frac{\Delta}{2+\sqrt{4-\Delta}}<\frac\Delta2 .
\]

This is a contradiction, so \(w\le\Delta\) for \(\rho\ge1/2\).

The two estimates give \(u(0)\le u(\rho)\le u(0)e^{g+\Delta\rho}\) for all \(\rho\). Also

\[
\langle e^{\Delta\rho}\rangle=16\int_0^\infty\rho e^{-(4-\Delta)\rho}d\rho=\frac{16}{(4-\Delta)^2}=\left(1-\frac\Delta4\right)^{-2}.
\]

Use the lower estimate of \(u\) in \(\langle Vu\rangle\), the upper one in \(\langle u\rangle\), and \(\Delta\le32|z|\):

\[
W(z)\,e^{-g(z)}(1-8|z|)^2\le\Delta(z)\le W(z)\le32|z| .
\]

Here \(g\to0\). Substituting \(\rho=|z|t\),

\[
\frac{W(z)}{32|z|}=\int_0^\infty e^{-4|z|t}\left(1-\frac{t}{\sqrt{1+t^2}}\right)dt\to1,
\]

because the integrand is dominated by its value at \(z=0\), whose integral is 1. This proves the claim.

Numerically, at \(|z|=10^{-3}\) the lower bound is 0.0280, the planar solution gives \(\Delta=0.0312\), and \(32|z|=0.0320\). The ratio \(\Delta/(32|z|)\) grows from 0.841 at \(|z|=10^{-2}\) to 0.996 at \(10^{-4}\).

## (f) The leading correction

**Problem.** Prove that the coefficient found in part (c) is the true one as \(\gamma\to0\).

**Solution.** Choose any \(\delta\) between 0 and 1. By part (e) there is a \(z_0>0\) with \(\Delta\ge32(1-\delta)|z|\) for \(|z|\le z_0\). As \(\Delta\) does not decrease with \(|z|\), everywhere

\[
\Delta(z)\ge32(1-\delta)\min(|z|,z_0).
\]

Reducing the kinetic term by the same factor \(1-\delta\) can only lower the energy. With \(z=\ell\zeta\) and \(L=z_0/\ell\),

\[
E(\gamma)+4\ge(1-\delta)(1024\gamma)^{1/3}e_L,
\]

where \(e_L\) is the ground energy of \(-\partial_\zeta^2+m(\zeta)\), \(m=\min(|\zeta|,L)\). As \(\gamma\to0\), \(\ell\to0\) and \(L\to\infty\). It remains to show that \(e_L\to\alpha\).

Since \(m\le|\zeta|\), \(e_L\le\alpha\). Take \(L>\alpha\), so the truncated well has a localized, even, positive ground state \(f\). On \(\zeta>0\), \(f''=(m-e_L)f\) is first negative and then positive, while \(f'\) vanishes at both ends. Hence \(f'<0\). Let \(A(\zeta)={\rm Ai}(\zeta-\alpha)\), which is positive for \(\zeta\ge0\) and satisfies \(A''=(\zeta-\alpha)A\). The derivatives of \(f\) and \(A\) vanish at the origin, so

\[
0=\int_0^\infty(fA''-Af'')\,d\zeta=\int_0^\infty(\zeta-m-\alpha+e_L)Af\,d\zeta .
\]

Now \(\zeta-m\) is zero for \(\zeta<L\) and \(\zeta-L\) beyond. Therefore

\[
\alpha-e_L=\frac{\int_L^\infty(\zeta-L)Af\,d\zeta}{\int_0^\infty Af\,d\zeta}
\le\frac{\int_L^\infty(\zeta-L)A\,d\zeta}{\int_0^LA\,d\zeta}\to0 .
\]

The inequality uses \(f\le f(L)\) in the numerator, and \(f\ge f(L)\) on \([0,L]\) in the denominator. Since \(\delta\) was arbitrary, the lower and upper bounds share the same leading term:

\[
\lim_{\gamma\to0}\frac{E(\gamma)+4}{\gamma^{1/3}}=\alpha\,1024^{1/3}\approx10.27 .
\]

The cube root comes from the cusp \(32|z|\). A smooth quadratic minimum in \(z\) would have given a zero-point energy proportional to \(\gamma^{1/2}\).

## (g) An anisotropic dielectric constant

**Problem.** In a uniaxial crystal let the valley axis coincide with the crystal axis, with dielectric constants \(\kappa_t\) across it and \(\kappa_l\) along it. What replaces the limiting binding energy?

**Solution.** The potential of a charge \(e\) obeys \(\kappa_t\nabla_\rho^2\Phi+\kappa_l\partial_z^2\Phi=-e\,\delta(\mathbf r)/\varepsilon_0\). Substitute \((x,y)=\sqrt{\kappa_t}(x',y')\) and \(z=\sqrt{\kappa_l}z'\). The left side becomes the ordinary Laplacian, and the delta function gains the factor \(1/(\kappa_t\sqrt{\kappa_l})\). Thus

\[
\Phi=\frac{e}{4\pi\varepsilon_0\kappa_t\sqrt{\kappa_l}\,r'}
=\frac{e}{4\pi\varepsilon_0\sqrt{\kappa_t\kappa_l}\,\sqrt{\rho^2+(\kappa_t/\kappa_l)z^2}} .
\]

Set \(\bar z=\sqrt{\kappa_t/\kappa_l}\,z\). The Hamiltonian regains the form of part (a), with

\[
\kappa\to\sqrt{\kappa_t\kappa_l},\qquad \gamma\to\gamma\,\frac{\kappa_t}{\kappa_l}.
\]

All the results carry over. The limit is again four effective Rydbergs, now formed with \(m_t\) and the geometric mean \(\sqrt{\kappa_t\kappa_l}\). The longitudinal dielectric constant still matters, because field lines leave the plane even when the electron does not.

## (h) Numbers and the range of the model

**Problem.** For \(m_t=0.2\,m_e\) and \(\kappa=12\), how close is the binding energy to its limit at various \(\gamma\), and can a real crystal reach the limit?

**Solution.** These round parameters give \({\rm Ry}_t=18.90\) meV and \(a_t=3.175\) nm. The limiting binding energy is \(4\,{\rm Ry}_t=75.59\) meV.

The full anisotropic equation was diagonalized in a Gaussian basis. At \(\gamma=1\) this gives \(-0.99998\), against the exact \(-1\). At \(\gamma=0.2\), \(E=-1.582\), so the binding energy is

\[
1.582\times18.90\ {\rm meV}=29.90\ {\rm meV},
\]

or 40% of the limit. A fivefold mass ratio is still far from two-dimensional. At \(\gamma=10^{-3}\) the binding energy is 61.10 meV, and at \(10^{-6}\) it is 73.74 meV, still 2.4% below the limit.

The upper bound of part (c) is \(+2.01\) at \(\gamma=0.2\). It is correct but says nothing there, since a bound state has negative energy. At \(\gamma=10^{-6}\) it is

\[
-4+10.27\times10^{-2}=-3.897,
\]

close to the computed \(-3.902\). The ratio of \(4+E\) to the leading law rises from 0.40 at \(\gamma=0.2\) to 0.75 at \(10^{-3}\) and 0.95 at \(10^{-6}\). The adiabatic lower bound is tighter: \(-1.668\) at \(\gamma=0.2\), and equal to the computed energy to four decimals at \(10^{-6}\).

The leading law puts the binding energy 1% below its limit when \(10.27\,\gamma^{1/3}=0.04\), that is, at

\[
\gamma=\left(\frac{0.04}{10.27}\right)^3\approx5.9\times10^{-8}.
\]

Because the law is also an upper bound on \(E\), the shortfall there is at most 1%.

The envelope equation fails first. It requires a wave function that varies slowly over a lattice spacing, a few tenths of a nanometre. The width scale \(\ell\), restored to physical units, is 0.100 nm at \(\gamma=10^{-3}\) and 0.010 nm at \(10^{-6}\). In the leading law a 1% shortfall means \(32\alpha\,\ell/a_t=0.04\), so

\[
\frac{\ell}{a_t}=\frac{0.04}{32\times1.0188}\approx1.2\times10^{-3}.
\]

Keeping \(\ell\) at even 1 nm would then need \(a_t\) of about 800 nm, together with the tiny mass ratio above. For the parameters used here, the approach to \(4\,{\rm Ry}_t\) is a property of the model equation, and its last stages lie outside the conditions under which that equation describes a donor in a crystal.

This limits the \(\gamma^{1/3}\) law, not every route to a two-dimensional binding energy. When \(\ell\) is smaller than the spacing \(d\) of atomic layers, motion along \(z\) is hopping between planes. In an idealized stack of thin layers with hopping energy \(\gamma(a_t/d)^2\,{\rm Ry}_t\) and the donor in a layer, placing \(\phi\) in that layer gives \(E+4\le2\gamma(a_t/d)^2\), linear in \(\gamma\). For \(d=0.3\) nm and \(\gamma=10^{-3}\) this is a shortfall of at most 5.6%, against 19% from the continuum equation. Finite layer thickness, short-range screening and central-cell effects, all absent from both models, then set the actual value.

## Computed values

```
transverse mass m_t = 0.2 m_e, dielectric constant = 12.0
Ry_t = 18.897 meV, a_t = 3.1751 nm
limiting binding energy 4 Ry_t = 75.587 meV
2D hydrogen, Gaussian basis: E = -3.999977 Ry_t
isotropic check, gamma = 1: E = -0.999979 Ry_t
alpha from Airy zero = 1.018793, from grid = 1.018795
linear potential cut at L = 3.0: ground energy = 1.018305
  alpha - e_L = 0.000488, bound = 0.015092
leading law: 4 + E = 10.2688 gamma^(1/3) Ry_t
planar problem (z in a_t; lower, Delta, W, 32z in Ry_t):
  z=1e-02 lower=0.120941 Delta=0.269010 W=0.295292 32z=0.3200 Delta/32z=0.8407
  z=1e-03 lower=0.027958 Delta=0.031151 W=0.031607 32z=0.0320 Delta/32z=0.9735
  z=1e-04 lower=0.003145 Delta=0.003188 W=0.003195 32z=0.0032 Delta/32z=0.9964
full problem (energies in Ry_t; ratio = (4+E)/leading law):
  gamma=1e+00 adiabatic=-1.1242 E=-1.0000 upper=6.2688 ratio=0.2921
    binding=18.90 meV, ell=1.0001 nm
  gamma=2e-01 adiabatic=-1.6683 E=-1.5822 upper=2.0052 ratio=0.4026
    binding=29.90 meV, ell=0.5849 nm
  gamma=1e-02 adiabatic=-2.6682 E=-2.6464 upper=-1.7877 ratio=0.6119
    binding=50.01 meV, ell=0.2155 nm
  gamma=1e-03 adiabatic=-3.2380 E=-3.2331 upper=-2.9731 ratio=0.7468
    binding=61.10 meV, ell=0.1000 nm
  gamma=1e-04 adiabatic=-3.5975 E=-3.5967 upper=-3.5234 ratio=0.8462
    binding=67.97 meV, ell=0.0464 nm
  gamma=1e-05 adiabatic=-3.7984 E=-3.7983 upper=-3.7788 ratio=0.9118
    binding=71.78 meV, ell=0.0215 nm
  gamma=1e-06 adiabatic=-3.9023 E=-3.9023 upper=-3.8973 ratio=0.9516
    binding=73.74 meV, ell=0.0100 nm
leading law is 1% short of 4 Ry_t at gamma = 5.91e-08
```
